# The rigid-ion Debye–Waller term for electronic levels and its error, part 1

(Sections cited here and not found follow in the later parts.)

The nuclei of a molecule or a crystal are never at rest, and an electronic level measured at low temperature is not the level computed with the nuclei clamped at equilibrium. It shifts with temperature and with nuclear mass. For harmonic nuclei the shift is, to lowest order, quadratic in the nuclear displacements, and two things contribute at that order: the first-order change of the potential acting twice, which is the Fan term, and the second-order change acting once, which is the Debye–Waller term. Density functional perturbation theory delivers the first-order change of the self-consistent potential, and with it the Fan term. It does not deliver the second-order change in the same calculation. In every example below the two terms have opposite sign and comparable size, so the Debye–Waller term cannot be dropped. Translation invariance ties certain sums of second-order matrix elements to first-order ones, and the question is how much of the Debye–Waller term those sums determine.

### The harmonic shift of a level

Hartree atomic units are used throughout. The electrons are described by a one-particle mean-field Hamiltonian

$$H(R)=\tfrac12 p^2+V(R),\tag{1}$$

where $R$ stands for all nuclear positions $R_{\kappa\alpha}$, with $\kappa$ the atom and $\alpha$ the Cartesian axis. The potential $V$ may be nonlocal and may be self-consistent. In the second case $V(R)$ means the converged potential at geometry $R$, and its derivatives are total derivatives that include the response of the density. We write $V_{\kappa\alpha}=\partial V/\partial R_{\kappa\alpha}$ and $V_{\kappa\alpha,\kappa'\beta}=\partial^2V/\partial R_{\kappa\alpha}\partial R_{\kappa'\beta}$, and abbreviate a pair $\kappa\alpha$ by $i$ or $j$ where the atom does not matter.

Three assumptions define the shift. The level $\varepsilon_n(R)$ is non-degenerate. The nuclei are adiabatic, so that the observed level is the average of $\varepsilon_n(R)$ over the nuclear distribution. The nuclei are harmonic, so that the displacements $u_i$ from equilibrium have $\langle u_i\rangle=0$ and a real symmetric covariance $C_{ij}=\langle u_iu_j\rangle$. Expanding $\varepsilon_n$ to second order and averaging removes the linear term and leaves

$$\Delta\varepsilon_n=\frac12\sum_{ij}\frac{\partial^2\varepsilon_n}{\partial R_i\partial R_j}\,C_{ij}.\tag{2}$$

The Hessian follows from differentiating $H|n\rangle=\varepsilon_n|n\rangle$ with respect to $R_j$, which gives $(H-\varepsilon_n)|\partial_jn\rangle=-(V_j-\partial_j\varepsilon_n)|n\rangle$. Projection on $\langle n|$ annihilates the left side and yields $\partial_j\varepsilon_n=\langle n|V_j|n\rangle$. Projection on $\langle m|$ with $m\neq n$ yields $(\varepsilon_m-\varepsilon_n)\langle m|\partial_jn\rangle=-\langle m|V_j|n\rangle$. Normalization makes $\langle n|\partial_jn\rangle$ purely imaginary, equal to $i\theta_j$, so

$$|\partial_jn\rangle=i\theta_j|n\rangle+\sum_{m\neq n}|m\rangle\frac{\langle m|V_j|n\rangle}{\varepsilon_n-\varepsilon_m}.\tag{3}$$

Differentiating $\partial_i\varepsilon_n=\langle n|V_i|n\rangle$ once more gives $\langle n|V_{ij}|n\rangle+\langle n|V_i|\partial_jn\rangle+\langle\partial_jn|V_i|n\rangle$. The last two terms are complex conjugates of each other, and their phase parts $\pm i\theta_j\langle n|V_i|n\rangle$ cancel. Therefore

$$\frac{\partial^2\varepsilon_n}{\partial R_i\partial R_j}=D_{ij}+F_{ij},\tag{4}$$

$$D_{ij}=\langle n|V_{ij}|n\rangle,\qquad F_{ij}=2\,\mathrm{Re}\sum_{m\neq n}\frac{\langle n|V_i|m\rangle\langle m|V_j|n\rangle}{\varepsilon_n-\varepsilon_m}.\tag{5}$$

The sum runs over all other eigenstates of $H$, occupied or empty. Both matrices are real and symmetric under $i\leftrightarrow j$: $D$ because derivatives commute, $F$ because the exchange conjugates the product under the real part. The symmetry exchanges atom and axis together, $D_{\kappa\alpha,\kappa'\beta}=D_{\kappa'\beta,\kappa\alpha}$. For $\kappa\neq\kappa'$ it says nothing about the exchange of $\alpha$ and $\beta$ alone. Inserting (4) in (2) defines the two terms,

$$\Delta^{\rm Fan}=\frac12\sum_{ij}F_{ij}C_{ij},\qquad\Delta^{\rm DW}=\frac12\sum_{ij}D_{ij}C_{ij}.\tag{6}$$

Elements of $D$ with $\kappa=\kappa'$ are called on-site, those with $\kappa\neq\kappa'$ off-site.

### Translation invariance at first and second order

Let $T(t)=e^{-it\cdot p}$ be the operator that moves an electronic state by the vector $t$, so that $T(t)\psi(r)=\psi(r-t)$. If nothing but the nuclei singles out a point in space, moving every nucleus by $t$ moves the Hamiltonian with them:

$$H(R+t)=T(t)\,H(R)\,T(t)^\dagger\quad\text{for all }R.\tag{7}$$

This holds for a self-consistent potential as well, since the translated density solves the translated problem. It fails in the presence of an external potential fixed in space, and in a uniform magnetic field $p$ is no longer the generator. Numerically it holds exactly in a plane-wave basis, where $T(t)$ is diagonal, as long as the potential is not evaluated through a nonlinear function on a fixed real-space grid. The derivative of (7) with respect to $t_\beta$ at $t=0$ is, on the left, the sum of derivatives with respect to all $R_{\kappa'\beta}$, and on the right $-ip_\beta H+iHp_\beta$:

$$\sum_{\kappa'}V_{\kappa'\beta}=-i\,[p_\beta,H].\tag{8}$$

Between eigenstates, $\langle m|[p_\beta,H]|n\rangle=(\varepsilon_n-\varepsilon_m)\langle m|p_\beta|n\rangle$, so

$$\sum_{\kappa'}\langle m|V_{\kappa'\beta}|n\rangle=-i(\varepsilon_n-\varepsilon_m)\,\langle m|p_\beta|n\rangle.\tag{9}$$

Equation (8) holds at every geometry and can be differentiated with respect to one coordinate $R_{\kappa\alpha}$. Neither $p_\beta$ nor the kinetic energy depends on $R$, which leaves an operator identity for the second derivative:

$$\sum_{\kappa'}V_{\kappa\alpha,\kappa'\beta}=-i\,[p_\beta,V_{\kappa\alpha}].\tag{10}$$

For a local potential $[p_\beta,f]=-i\,\partial f/\partial r_\beta$, and the right side of (10) is $-\partial V_{\kappa\alpha}/\partial r_\beta$: moving all nuclei one way is the same as moving the electron the other way.

The same commutator appears in the sum of $F$ over its second atom. Inserting (9) in (5) cancels the energy denominator, and writing $2\,\mathrm{Re}\,z=z+z^*$ gives

$$\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=\sum_{m\neq n}\Big[-i\langle n|V_{\kappa\alpha}|m\rangle\langle m|p_\beta|n\rangle+i\langle n|p_\beta|m\rangle\langle m|V_{\kappa\alpha}|n\rangle\Big].\tag{11}$$

The term $m=n$ of the bracket is zero, since it is $(-i+i)$ times the product of two diagonal elements. It may therefore be added, and closure gives

$$\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=+i\,\langle n|[p_\beta,V_{\kappa\alpha}]|n\rangle.\tag{12}$$

The expectation value of (10) and equation (12) are equal and opposite:

$$\sum_{\kappa'}D_{\kappa\alpha,\kappa'\beta}=-\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}.\tag{13}$$

By (4) this says that each row of the Hessian of $\varepsilon_n$ sums to zero over atoms, which also follows directly from $\varepsilon_n(R+t)=\varepsilon_n(R)$. The route through (10) gives more, since (10) holds for every matrix element and has no denominators. The difference matters at a degeneracy. There the states $m$ with $\varepsilon_m=\varepsilon_n$ must be left out of $F$, and the bracket of (11) for those states is missing from the closure. It vanishes if $\langle m|p_\beta|n\rangle=0$ within the degenerate set. That is so for bound states in a local potential, where $p=i[H,r]$ makes the element proportional to $\varepsilon_m-\varepsilon_n$, but it need not be so for Bloch states at a band crossing. In that case (10) is the relation to use.

For $N_a$ atoms in three dimensions (13) is a set of $9N_a$ conditions, of which $9N_a-3$ are independent because the sum of the rows over $\kappa$ is symmetric in $\alpha\beta$ for any symmetric $D$, while $D$ has of order $9N_a^2/2$ independent elements. Translation invariance fixes the row sums of $D$ and nothing else.

### The rigid-ion approximation

A potential is rigid if it is a sum of one-centre operators that follow their nuclei without change of form,

$$V(R)=\sum_\kappa T(R_\kappa)\,v_\kappa\,T(R_\kappa)^\dagger,\tag{14}$$

with $v_\kappa$ independent of $R$. A local example is $\sum_\kappa v_\kappa(r-R_\kappa)$; bare nuclear potentials and nonlocal pseudopotentials are of this type. Each term depends on one position only, so $V_{\kappa\alpha,\kappa'\beta}=0$ for $\kappa\neq\kappa'$. The row sum in (13) then has a single term, and the on-site block of $D$ is determined by first-order quantities. This motivates the definition, for any potential, of

$$D^{\rm RI}_{\kappa\alpha\beta}\equiv-\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=-i\,\langle n|[p_\beta,V_{\kappa\alpha}]|n\rangle,\tag{15}$$

and of the rigid-ion Debye–Waller term

$$\Delta^{\rm DW,RI}=\frac12\sum_{\kappa\alpha\beta}D^{\rm RI}_{\kappa\alpha\beta}\,C_{\kappa\alpha,\kappa\beta}.\tag{16}$$

The sign can be checked on the local rigid potential: $V_{\kappa\alpha}=-\partial_\alpha v_\kappa$, and (15) gives $-\langle\partial_\beta V_{\kappa\alpha}\rangle=+\langle\partial_\alpha\partial_\beta v_\kappa\rangle$, which is the second derivative of $v_\kappa(r-R_\kappa)$ with respect to $R_\kappa$. For a rigid potential (16) is the exact Debye–Waller term. In practice (15) is evaluated with the full self-consistent $V_{\kappa\alpha}$, which does not come from a potential of the form (14). Equation (13) then states what has been computed:

$$D^{\rm RI}_{\kappa\alpha\beta}=D_{\kappa\alpha,\kappa\beta}+\sum_{\kappa'\neq\kappa}D_{\kappa\alpha,\kappa'\beta}.\tag{17}$$

The approximation is therefore not the one of keeping the true on-site block and discarding the rest. It moves every off-site element of a row onto the diagonal block of that row. Each off-site element enters the error twice: it is missing where it should multiply $C_{\kappa\alpha,\kappa'\beta}$, and it is present where it multiplies $C_{\kappa\alpha,\kappa\beta}$. The true on-site block is symmetric in $\alpha\beta$, whereas $D^{\rm RI}$ need not be; only its symmetric part survives the contraction with the symmetric on-site covariance in (16).

### The neglected term

Define the non-rigid term as $\Delta^{\rm NR}=\Delta^{\rm DW}-\Delta^{\rm DW,RI}$, so that $\Delta\varepsilon_n=\Delta^{\rm Fan}+\Delta^{\rm DW,RI}+\Delta^{\rm NR}$ exactly within (2). Splitting $\Delta^{\rm DW}$ of (6) into on-site and off-site parts and subtracting (16) with (17), the on-site parts cancel:

$$\Delta^{\rm NR}=\frac12\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D_{\kappa\alpha,\kappa'\beta}\,\big(C_{\kappa\alpha,\kappa'\beta}-C_{\kappa\alpha,\kappa\beta}\big).\tag{18}$$

The sum runs over ordered pairs. The second term can be written symmetrically. Renaming $\kappa\leftrightarrow\kappa'$ and $\alpha\leftrightarrow\beta$ in $\sum D_{\kappa\alpha,\kappa'\beta}C_{\kappa\alpha,\kappa\beta}$ gives $\sum D_{\kappa'\beta,\kappa\alpha}C_{\kappa'\beta,\kappa'\alpha}$, which by the symmetries of $D$ and $C$ equals $\sum D_{\kappa\alpha,\kappa'\beta}C_{\kappa'\alpha,\kappa'\beta}$. Averaging the two forms,

$$\Delta^{\rm NR}=\frac14\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D_{\kappa\alpha,\kappa'\beta}\,\big(2C_{\kappa\alpha,\kappa'\beta}-C_{\kappa\alpha,\kappa\beta}-C_{\kappa'\alpha,\kappa'\beta}\big).\tag{19}$$

The covariance of the relative displacement of the two atoms is

$$\langle(u_{\kappa\alpha}-u_{\kappa'\alpha})(u_{\kappa\beta}-u_{\kappa'\beta})\rangle=C_{\kappa\alpha,\kappa\beta}+C_{\kappa'\alpha,\kappa'\beta}-C_{\kappa\alpha,\kappa'\beta}-C_{\kappa\beta,\kappa'\alpha}.\tag{20}$$

The bracket of (19) is minus (20) plus the remainder $C_{\kappa\alpha,\kappa'\beta}-C_{\kappa\beta,\kappa'\alpha}$, so $\Delta^{\rm NR}=\Delta^{\rm NR}_S+\Delta^{\rm NR}_A$ with

$$\Delta^{\rm NR}_S=-\frac14\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D_{\kappa\alpha,\kappa'\beta}\,\langle(u_{\kappa\alpha}-u_{\kappa'\alpha})(u_{\kappa\beta}-u_{\kappa'\beta})\rangle,\tag{21}$$

$$\Delta^{\rm NR}_A=\frac14\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D_{\kappa\alpha,\kappa'\beta}\,\big(C_{\kappa\alpha,\kappa'\beta}-C_{\kappa\beta,\kappa'\alpha}\big).\tag{22}$$

The weight in (21) is symmetric in $\alpha\beta$ and selects the symmetric part of each off-site block. An off-site element does no harm here when the two atoms move together, and the most harm when they move against each other. The weight in (22) is antisymmetric in $\alpha\beta$, being a component of $\langle u_\kappa\times u_{\kappa'}\rangle$, and selects the antisymmetric part of the block. It is absent in one dimension. It also vanishes for a pair of atoms exchanged by an inversion symmetry of the vibrating system: inversion sends $u_\kappa\to-u_{\kappa'}$ and $u_{\kappa'}\to-u_\kappa$, hence $C_{\kappa\alpha,\kappa'\beta}=C_{\kappa'\alpha,\kappa\beta}=C_{\kappa\beta,\kappa'\alpha}$. Every pair in a monatomic Bravais lattice is of this kind.

The rigid-ion Debye–Waller term follows from first-order quantities alone, and its error is given by (21) and (22) in terms of the off-site elements of $D$. It remains to examine how the approximation behaves under translations, to test it on models, to write it for crystals, and to find the origin and size of the off-site elements in Kohn–Sham theory.
